# Accurate Screening by Positive Exponentials Does Not Give a Realistic Electron Density

At $10^{-5}$ nm from a silicon nucleus, a Hartree–Fock calculation gives an electron density of $1.19\times10^{7}\ \mathrm{nm^{-3}}$. A sum of three exponentials fitted to the potential of the same atom implies $1.65\times10^{9}\ \mathrm{nm^{-3}}$, which is 139 times as much. Yet its screening function, which falls from 1 at the nucleus to 0 far away, is nowhere wrong by more than 0.0075 at the fitted points. A 10 keV proton that would be deflected by 50.6°, measured in the centre-of-mass frame, in the Hartree–Fock potential is deflected by 50.7° in the fitted one. How can a potential be so good and its density so bad?

## The belief and its appeal

The belief is that an accurate screening function carries a realistic electron density with it. It has a sound starting point: Poisson's equation determines the charge density from the electrostatic potential. If the potential is nearly right, the density should seemingly be nearly right too.

The gap lies in the word "nearly". Poisson's equation takes two derivatives, and a small error in a function can have a large second derivative. For positive exponentials the failure at the nucleus is certain.

I use Hartree atomic units in the derivations. Consider a neutral, spherically averaged atom with a point nucleus of charge $Z$. Its electrostatic potential is

$$V(r)=\frac{Z}{r}\,\phi(r),\qquad \phi(r)=\sum_i a_i e^{-b_i r},\qquad \sum_i a_i=1,\quad b_i>0 .$$

The condition on the sum gives $\phi(0)=1$, so that the bare nucleus is seen at short range. This $V$ is the potential felt by a point charge that leaves the atom undisturbed. A fitted interaction energy between two atoms also contains kinetic and exchange contributions, and Poisson's equation does not turn such an energy into a density.

## What Poisson's equation gives

Let $n$ be the number density of electrons. Their charge density is $-n$, so away from the nucleus $\nabla^2V=-4\pi(-n)=4\pi n$. For a spherical function,

$$\nabla^2V=\frac1r\frac{d^2(rV)}{dr^2}=\frac{Z}{r}\phi''(r),$$

because $rV=Z\phi$. Equating the two expressions gives

$$n(r)=\frac{Z}{4\pi r}\phi''(r)=\frac{Z}{4\pi r}\sum_i a_i b_i^2e^{-b_i r}.$$

As $r\to0$ each exponential tends to 1, and

$$n(r)\to\frac{C}{r},\qquad C=\frac{Z}{4\pi}\sum_i a_i b_i^2 .$$

If all $a_i$ are positive, $C$ is positive and the density diverges. Positivity is sufficient for this. The condition for removing the divergence is $\sum_i a_i b_i^2=0$, which requires coefficients of both signs. If the sum is negative, the density near the nucleus is negative.

For the silicon fit, $a=(0.3696,\,0.5979,\,0.0325)$ and $b=(0.960,\,4.20,\,30.7)$ bohr$^{-1}$. With the unrounded parameters,

$$\sum_i a_i b_i^2\approx0.34+10.55+30.72=41.6\ \mathrm{bohr^{-2}},$$

and $C=14\times41.6/(4\pi)=46.4\ \mathrm{bohr^{-2}}$. The steepest term has 3% of the weight and supplies about three quarters of the divergence.

## Why the total charge reveals nothing

The number of electrons inside radius $r$ is

$$N(r)=\int_0^r4\pi x^2n(x)\,dx=Z\int_0^r x\phi''(x)\,dx .$$

Integration by parts gives

$$N(r)=Z\big[x\phi'-\phi\big]_0^r=Z\big[1-\phi(r)+r\phi'(r)\big].$$

At large $r$ both $\phi$ and $r\phi'$ vanish, so $N\to Z$: the atom holds the right number of electrons. Near the nucleus, write $\phi=1-sr+\tfrac12\phi''(0)r^2+\dots$ with $s=-\phi'(0)$. Then $r\phi'=-sr+\phi''(0)r^2+\dots$, the linear terms cancel, and

$$N(r)\approx\tfrac12Z\phi''(0)r^2 .$$

The singularity is integrable and hides little charge. Within 0.001 nm the fit places 0.078 electrons, against 0.034 in Hartree–Fock. That is more than twice as many, but the excess is 0.3% of the atom's 14 electrons.

## Why the density is unphysical

In a non-relativistic atom, an s orbital behaves near the nucleus as $R=R_0+R_1r+\dots$. Its kinetic term $-\tfrac12(R''+2R'/r)$ contains $-R_1/r$, and the nuclear attraction contributes $-ZR_0/r$. In Hartree–Fock theory the remaining terms are finite, so these two must cancel: $R_1=-ZR_0$. The s density, proportional to $R^2$, therefore starts as $n(0)(1-2Zr)$. The p density starts as $r^2$ and does not alter this slope. This is Kato's cusp: a finite value with a finite slope. The computed logarithmic slope for silicon, averaged between 0.002 and 0.010 bohr, is $-27.96$ bohr$^{-1}$, against $-2Z=-28$.

A $C/r$ density fails more severely than by having the wrong value at one point. Let orbitals $\psi_k$ with occupations $f_k$ give $n=\sum_k f_k|\psi_k|^2$. The Cauchy–Schwarz inequality yields

$$|\nabla n|^2\le4n\sum_k f_k|\nabla\psi_k|^2,$$

so the kinetic energy density $\tfrac12\sum_k f_k|\nabla\psi_k|^2$ is at least $|\nabla n|^2/(8n)$. With $n=C/r$ and $|\nabla n|=C/r^2$, this lower bound is $C/(8r^3)$. Multiplied by the shell area $4\pi r^2$ it becomes $\pi C/(2r)$, whose integral down to $r=0$ diverges logarithmically. No orbitals of finite kinetic energy can produce this density.

## Why more positive terms do not cure it

For a finite density, $\phi''=4\pi rn/Z$ vanishes at the nucleus. Two integrations give

$$\phi(r)=1-sr+\frac{2\pi n(0)}{3Z}r^3+\dots$$

There is no $r^2$ term. Positive coefficients cannot achieve this. Since the $a_i$ sum to 1 and $s=\sum_i a_ib_i$,

$$\sum_i a_i b_i^2-s^2=\sum_i a_i(b_i-s)^2\ge0 .$$

The slope $s$ is itself physical. If $V_{\rm el}$ is the electrons' contribution in $V=Z/r-V_{\rm el}$, then $s=V_{\rm el}(0)/Z$. A positive sum with the Hartree–Fock slope, 3.517 bohr$^{-1}$, must have $C\ge Zs^2/(4\pi)=13.8\ \mathrm{bohr^{-2}}$. The divergence cannot be tuned away while the potential at the nucleus is kept right.

Nor can positive sums approach the true $\phi$ without limit. Take the third difference with step $h$, starting at the nucleus:

$$D[\phi]=\phi(3h)-3\phi(2h)+3\phi(h)-\phi(0).$$

For a positive sum, $D=\sum_i a_i(e^{-b_ih}-1)^3<0$. For the true function and small $h$, $D\approx h^3\phi'''(0)=4\pi n(0)h^3/Z>0$. If the two functions differ by at most $\varepsilon$ everywhere, their third differences differ by at most $(1+3+3+1)\varepsilon=8\varepsilon$. Therefore $\varepsilon>D[\phi_{\rm true}]/8$, however many positive terms are used. For silicon this bound is small: its largest value over $h$ is about $1.8\times10^{-4}$.

The fits also run into a floor, here in the root-mean-square error at the fitted points. The three-term fit has a root-mean-square error of 0.0034 in $\phi$. With forty fixed exponents between 0.2 and 100 bohr$^{-1}$, and coefficients free except for being non-negative, the error is still 0.0033. This floor is much larger than the bound above and arises mainly away from the nucleus: the best positive sum has a largest error of about $4\times10^{-4}$ when only $r<0.06$ bohr is fitted, but about $5.5\times10^{-3}$ when only 0.15 to 8 bohr is fitted. When the same forty coefficients may take either sign, it falls to $6\times10^{-9}$. The density of this fit can be good, within about 1% of Hartree–Fock at $10^{-5}$ nm and closer further out. That is not guaranteed: with a stronger cutoff on small singular values it is 14% low there, because the fit imposes neither $\sum_i a_ib_i^2=0$ nor $n\ge0$.

## A form with a finite density

A remedy is to start from a positive, finite density. Consider

$$\phi=\sum_k w_k\left(1+\tfrac12\beta_kr\right)e^{-\beta_kr},\qquad w_k>0,\quad\sum_k w_k=1 .$$

For one term the first derivative is

$$\left[\tfrac12\beta-\beta\left(1+\tfrac12\beta r\right)\right]e^{-\beta r}=-\tfrac12\beta(1+\beta r)e^{-\beta r}.$$

Differentiating again gives

$$-\tfrac12\beta\left[\beta-\beta(1+\beta r)\right]e^{-\beta r}=\tfrac12\beta^3r\,e^{-\beta r}.$$

The factor $r$ cancels the $1/r$ in Poisson's equation:

$$n(r)=\frac{Z}{8\pi}\sum_k w_k\beta_k^3e^{-\beta_kr}.$$

With $Z=1$ and a single $\beta=2$ this is the hydrogen density $e^{-2r}/\pi$.

For silicon, three such terms use as many parameters as three exponentials and nearly halve the largest error in $\phi$, from 0.0074 to 0.0040. But finite does not mean accurate. The density at the nucleus is 2598 bohr$^{-3}$, against 1762 in Hartree–Fock, an excess of 47%. (The Gaussian basis rounds off the cusp; with tighter functions the Hartree–Fock value rises by 0.2%, to about 1766.) At 0.05 nm it is still 23% too high. A density needed for its own sake should be computed or fitted directly.

## Why the proton hardly notices

For a proton with centre-of-mass energy $E$ and impact parameter $p$, the classical deflection in the centre-of-mass frame is

$$\theta=\pi-2p\int_{r_{\min}}^\infty\frac{dr}{r^2\sqrt{1-V(r)/E-p^2/r^2}} .$$

The potential enters, but its Laplacian does not. At 10 keV in the laboratory, $E=9653$ eV, and the deflections are:

| $p$ (nm) | Hartree–Fock | three exponentials | finite-density form |
|---|---:|---:|---:|
| 0.002 | 50.62° | 50.74° | 50.61° |
| 0.010 | 8.97° | 8.87° | 8.94° |
| 0.030 | 1.59° | 1.66° | 1.63° |

The exponential fit is wrong by 0.3%, 1% and 4% relative to Hartree–Fock. Its largest relative error occurs far from the singularity, and it reaches about 8% at $p=0.07$ to 0.10 nm. The differential cross section contains $d\theta/dp$ and is more sensitive: at the deflections of the three rows it is wrong by about 1%, 5% and 10%, and by up to 17% at smaller angles. The closest approach in the first row is 0.0030 nm, so none of these protons enters the innermost 0.001 nm. Even at the nucleus the potential error is modest: the slopes 3.865 and 3.517 bohr$^{-1}$ differ by 0.348, which corresponds to $14\times0.348=4.9$ hartree, or about 130 eV, some 1.4% of $E$.

## What the silicon model leaves out

The reference is a non-relativistic restricted open-shell calculation for the free triplet atom, with s and p functions and no electron correlation. The fits minimise the squared error of $\phi$ at 163 points, evenly spaced in $\ln r$ from $1.1\times10^{-4}$ to 0.42 nm. The density near the nucleus depends strongly on this choice: with points evenly spaced in $r$, a similar largest error in $\phi$ goes with $C\approx130\ \mathrm{bohr^{-2}}$ instead of 46, and the finite-density form gives about 6000 bohr$^{-3}$ at the nucleus instead of 2598.

An energy of 10 keV belongs to shallow hydrogen implantation, but a real target is a crystal whose electrons respond to the proton. With the proton placed at the silicon nucleus, full relaxation of the electrons would lower the energy by 61 eV relative to the frozen electron density. The frozen potential at the closest approach of the outermost trajectory is 173 eV. The ratio, 35%, is not the error at that distance, but it warns that the frozen atom may be a poorer approximation there than the 4% fitting error suggests. On the same trajectory, the proton's diffraction angle, estimated as $1/(kp)$ with $k$ its wave number, is about 6% of its deflection. Bohr's stricter measure $\sqrt{|d\theta/dp|/k}$ is about a third of it, yet an eikonal wave calculation reproduces the classical cross section at that angle to better than 1%. The Lindhard–Scharff formula gives an electronic energy loss of 48 eV/nm, or 0.5% of the initial energy per nanometre; this is only an order-of-magnitude guide, and the loss in real silicon may be appreciably larger. At half a bond length the free-atom potential is 7 eV; there, neighbouring atoms and bonding alter it, which matters for glancing paths more than for close collisions.

Relativity qualifies the word "finite". For a point nucleus with $Z=14$, the Dirac 1s density also diverges, but as $r^{-0.0105}$. At a rough nuclear radius of $3.6\times10^{-6}$ nm it exceeds the non-relativistic 1s density by 8%. The term $C/r$ at that radius is about 380 times the Hartree–Fock density at the nucleus. Relativity therefore does not rescue the exponential fit.

The Molière function, also a sum of three positive exponentials, has the same defect: for silicon, $C=36.5\ \mathrm{bohr^{-2}}$. It approximates the Thomas–Fermi atom, where $n\propto V^{3/2}$. Since $V\to Z/r$, that density diverges even faster, as $r^{-3/2}$. Agreement with a Thomas–Fermi potential is thus no evidence for a realistic density at the nucleus.

The numerical output below gives the fitted parameters and the densities at five distances.

## Numbers as computed

```
Si ROHF energy: -288.8544 hartree
HF slope s = -phi'(0): 3.5174 /bohr
HF density at nucleus: 1762.1 /bohr^3 = 1.189e+07 /nm^3
HF log-slope of density near nucleus: -27.96 /bohr (cusp value -28)
Three positive exponentials, a_i: [0.36961 0.59789 0.0325 ]
  b_i (1/bohr): [ 0.9596  4.2005 30.7425]
  sum a b = 3.8652 /bohr, its square 14.940 /bohr^2
  sum a b^2 = phi''(0) = 41.605 /bohr^2
  limit of r*n = 46.351 /bohr^2
  least r*n limit at HF slope: 13.784 /bohr^2
  total electrons: 14.000000
  leading 1/r term equals HF n(0) at r = 1.392e-03 nm
Regular form, w_k: [0.33588 0.58011 0.08401]
  beta_k (1/bohr): [ 1.3332  6.1296 37.7787]
  density at nucleus: 2598.0 /bohr^3
Moliere Si: phi''(0) = 32.782 /bohr^2, r*n limit 36.522 /bohr^2
Fit range: 1.08e-04 to 0.422 nm, 163 points even in ln r
Error of phi against HF (max, rms):
  three exponentials: 0.00744, 0.00337
  regular form: 0.00403, 0.00180
  Moliere: 0.04536, 0.01734
rms, 40 exponents, positive: 3.30e-03
rms, 40 exponents, free signs: 5.99e-09
Density (1/nm^3): r (nm), HF, three exp., regular
  1e-05  1.185e+07  1.648e+09  1.741e+07
  1e-04  1.130e+07  1.583e+08  1.635e+07
  1e-03  7.029e+06  1.085e+07  8.789e+06
  1e-02  1.449e+05  2.047e+05  1.735e+05
  5e-02  1.931e+03  2.680e+03  2.382e+03
Electrons within 0.001 nm: HF 0.03377, three exp. 0.07848
Proton: 10 keV lab, 9652.8 eV centre of mass
CM deflection (deg): p (nm), HF, three exp., regular, r_min (nm)
  0.002  50.617  50.744  50.607  0.00303
  0.010  8.965  8.874  8.941  0.01061
  0.030  1.594  1.658  1.628  0.03027
United-atom relaxation energy: -61.3 eV
Frozen potential at outermost r_min: 173.4 eV
Diffraction angle / deflection, outermost p: 0.055
Electronic loss, Lindhard-Scharff: 48 eV/nm
Atomic potential at half bond 0.1176 nm: 7.0 eV
Rough nuclear radius: 3.64e-06 nm
Dirac/Schroedinger 1s density there: 1.078
Dirac point-nucleus density power of r: -0.01046
```
